Cyclotron mass of a square-lattice band, from bottom to half filling

**Question**

I am trying to find the cyclotron mass for electrons on a square lattice with nearest-neighbour hopping,

E(k) = −2t(cos k_x a + cos k_y a), t > 0,

in a weak field B perpendicular to the plane. I start from m_c = (ħ²/2π) dA/dE, where A is the k-space area inside the orbit. With x = k_x a and ε = −E/2t, differentiating the area for E < 0 leaves me with

dA/dE = (2/ta²) ∫₀^{x_m} dx / √[1 − (ε − cos x)²], cos x_m = ε − 1.

I am told this is a complete elliptic integral, but I cannot find the substitution. How do I get it into standard form, and does it give the right mass at the band bottom? The integral also seems to blow up as E → 0, at half filling. How fast, and does an infinite mass mean anything physically?

**Answer**

Your integral is correct. It becomes simple in coordinates rotated by 45°, because the energy is then a product instead of a sum.

**What the mass measures**

Let the electron charge be −e and B point along +z. The semiclassical equations are

ħ dk/dt = −e v×B, v = ∇_k E/ħ.

The force is perpendicular to v, so E is conserved and k follows a constant-energy contour at speed |dk/dt| = eB|∇_k E|/ħ². The period is therefore

T = (ħ²/eB) ∮ dl/|∇_k E|.

The strip between the contours E and E + dE has width dE/|∇_k E|, so the loop integral equals |dA/dE|. Hence

T = (ħ²/eB)|dA/dE| = 2π|m_c|/(eB).

The cyclotron mass is an orbital period expressed as a mass. It describes the whole contour, not the curvature of the band at one point.

**Reduction to the elliptic integral**

Take −4t < E < 0, where the orbit encloses k = 0. Define

u = (k_x + k_y)a/2, v = (k_x − k_y)a/2, q = |E|/4t.

(From here on v is this coordinate, not the velocity.) Since cos k_x a + cos k_y a = 2 cos u cos v, the orbit is

cos u cos v = q.

The inverse map k_x a = u + v, k_y a = u − v has a Jacobian of magnitude 2, and the figure has four equal quadrants in the (u,v) plane. So

A = (2/a²) · 4∫₀^{u_m} v du = (8/a²) ∫₀^{u_m} v du, cos u_m = q.

Now differentiate with respect to q at fixed u. From cos v = q/cos u,

∂v/∂q = −1/(cos u sin v) = −1/√(cos²u − q²),

because cos²u sin²v = cos²u − cos²u cos²v. The moving endpoint contributes nothing, since v(u_m) = 0, and the inverse-square-root singularity there is integrable. With q = −E/4t, dq/dE = −1/4t, and the two minus signs cancel:

dA/dE = (2/ta²) ∫₀^{u_m} du/√(κ² − sin²u), κ² = 1 − q².

Finally set sin u = κ sin θ. Then

du = κ cos θ dθ/cos u, √(κ² − sin²u) = κ cos θ, cos u = √(1 − κ² sin²θ).

At the upper limit sin u_m = √(1 − q²) = κ, so θ runs from 0 to π/2:

dA/dE = (2/ta²) ∫₀^{π/2} dθ/√(1 − κ² sin²θ) = 2K(κ)/(ta²).

Here K is the complete elliptic integral of the first kind with modulus κ; some tables and software take κ² as the argument. Comparison with your expression shows that your integral is K(κ) itself. Multiplying by ħ²/2π gives

m_c = ħ²K(κ)/(πta²) = (2/π) m₀ K(κ),
κ² = 1 − (E/4t)², m₀ = ħ²/(2ta²).

**The upper half of the band**

Shifting k by (π/a, π/a) changes the sign of both cosines and hence of E. The contour at energy E > 0, which surrounds the zone corner, is congruent to the one at −E around the centre. The magnitude |m_c| is thus even in E. The enclosed area now shrinks as E rises, so m_c is negative and the sense of rotation reverses: these are hole orbits.

**Band bottom**

Let η = E + 4t be small. Then q = 1 − η/4t and κ² = η/2t − η²/16t². Expanding the integrand in κ²,

K = ∫₀^{π/2} (1 + ½κ² sin²θ + …) dθ = (π/2)(1 + κ²/4 + …),

and therefore

m_c = m₀(1 + η/8t + …) → ħ²/(2ta²).

This agrees with the direct expansion E ≈ −4t + ta²k² = −4t + ħ²k²/2m₀. The first correction is positive because the cosine band rises more slowly than its parabola. Integrating the equation of motion numerically at E = −3.99t gives m_c/m₀ = 1.001252; the two-term expansion gives 1.00125.

**Half filling**

As E → 0, κ → 1 and the integrand becomes large near θ = π/2. With φ = π/2 − θ,

K = ∫₀^{π/2} dφ/√(sin²φ + q² cos²φ).

Split the range at δ, with q ≪ δ ≪ 1. In the inner part sin φ ≈ φ and cos φ ≈ 1; in the outer part q can be dropped:

inner: ∫₀^δ dφ/√(φ² + q²) = arsinh(δ/q) ≈ ln(2δ/q),
outer: ∫_δ^{π/2} dφ/sin φ = −ln tan(δ/2) ≈ ln(2/δ).

The arbitrary δ cancels in the sum, leaving K ≈ ln(4/q), or

|m_c| ≈ (2m₀/π) ln(16t/|E|), E → 0.

The coefficient has a direct dynamical meaning. Let p be k measured from the saddle point (π/a, 0). There

E ≈ ta²(p_y² − p_x²),
dp_x/dt = −ω_s p_y, dp_y/dt = −ω_s p_x, ω_s = eB/m₀.

The velocity vanishes at the saddle. An orbit with E < 0 approaches to a distance p_min = √(|E|/t)/a, with |p_x| = p_min cosh(ω_s τ), where τ is the time from closest approach. Passing from a fixed value |p_x| = D in to p_min and back out to D takes about

(2/ω_s) ln(2D/p_min) = (1/ω_s) ln(1/|E|) + constant.

There are four such corners, so T grows as (4/ω_s) ln(1/|E|). Then eBT/2π reproduces the prefactor 2m₀/π. The electron has not become heavy everywhere; it waits near four points.

In terms of filling, n = 2Aa²/(4π²) electrons per cell, counting two spins, so dn/dE = K/(π²t). Integrating the logarithmic form from the half-filled level gives

|1 − n| ≈ (|E|/π²t)[ln(16t/|E|) + 1].

The mass therefore also diverges logarithmically in |1 − n|, to leading order.

**Numbers**

Take round parameters t = 0.25 eV, a = 0.4 nm and B = 10 T. Then

m₀ = ħ²/[2(0.25 eV)(0.4 nm)²] = ħ²/(0.08 eV nm²) = 0.952 m_e.

At E = −500 meV, q = 0.5, κ = 0.866 and K = 2.157, so

m_c = (2/π)(0.952 m_e)(2.157) = 1.31 m_e.

The mass does not depend on the field. At this and other energies the formula gives:

E (meV) | m_c (m_e) | log law (m_e) | n
−990 | 0.957 | 0.847 | 0.006
−500 | 1.308 | 1.261 | 0.370
−100 | 2.241 | 2.237 | 0.810
−10 | 3.633 | 3.633 | 0.972
−1 | 5.029 | 5.029 | 0.996

The logarithmic law is about 4% below the full mass at −500 meV and 0.2% below it at −100 meV. The divergence is slow: once |E| ≪ t, each tenfold reduction of |E| adds 1.40 m_e (from −100 to −10 meV the step is 1.39 m_e).

A quantum test supports the formula away from the saddle. For the lattice Hamiltonian with flux h/(401e) per cell, 178 level spacings below E = −0.2t, each the mean of two adjacent gaps, were compared with ħeB/m_c. The largest difference was 0.03% of the semiclassical spacing.

**What happens to the infinity**

At E = 0 the contour is a square running through the saddle points, and the semiclassical electron never completes a turn. Before that, it can tunnel to a neighbouring orbit. In a field the two components of k do not commute: their commutator has magnitude eB/ħ. Writing p_x = eBX/ħ and p_y = −i d/dX turns the saddle energy into

H = −(ħ²/2m₀) d²/dX² − ½m₀ω_s²X²,

an inverted oscillator. Put s = X√(m₀ω_s/ħ) and ν = E/ħω_s. Far to the right the transmitted wave is proportional to s^(iν−1/2) exp(is²/2). Continuing it through a large semicircle in the upper half-plane gives the reflected wave on the left; near the end of that path the incident wave is exponentially smaller and does not spoil the comparison. The factor e^{iπ(iν−1/2)} has magnitude e^{−πν}, so reflection/transmission = e^{−2πν}. The two probabilities add to one, and for E = −|E| the tunnelling probability is

P = 1/[1 + exp(2π|E|/ħω_s)].

Here ħω_s = 1.22 meV. P is negligible at −10 meV (about 4×10⁻²³), 0.6% at −1 meV and 37% at −0.1 meV. The isolated-orbit mass thus requires |E| ≫ ħω_s/2π, about 0.2 meV at this field. The quantized levels are more sensitive. Tunnelling broadens each one into a band whose width, as a fraction of the spacing, is set by the amplitude √P, which is still about 8% at −1 meV. There the width is roughly a tenth of the spacing, while the spacing of the band centres stays within about 1% of ħeB/|m_c|. Sharp levels need |E| of at least a few ħω_s.

Thermal averaging changes the mass only slightly in this example. At 1 K, averaging |m_c| over the thermal window at fixed chemical potential raises it by 0.16% at −1 meV. Quantum oscillations are far more sensitive to temperature: at −1 meV the thermal factor X/sinh X, with X = 2π²k_BT/ħ|ω_c| = 7.4, cuts their amplitude to about 1%. At −10 and −1 meV, collisions interrupt far more orbits than tunnelling does. For a collision time of 5 ps, ω_cτ is 2.4 at −10 meV and 1.7 at −1 meV. The periods are 13 ps and 18 ps, so in both cases a typical electron scatters before completing one turn: the fraction that completes it unscattered, exp(−T/τ), is about 7% and 3%.

**Comparison with real layers**

Layered oxide metals with square planes have lattice constants of roughly 0.4 nm and effective hoppings of roughly a few tenths of an eV, so t and a are on a realistic scale. A 5 ps collision time assumes a very clean sample; at 0.5 ps, ω_cτ at −10 meV would be 0.24 and there would be no well-defined orbit. The assumption of nearest-neighbour hopping is also fragile. Adding 4t′ cos k_x a cos k_y a, with 0 < t′ < t/2, moves the saddle energy to −4t′. It also changes the coefficient of k² at the bottom from ta² to (t − 2t′)a², so the bottom mass becomes m₀/(1 − 2t′/t). For an illustrative t′ = 0.1t = 25 meV, the bottom mass rises to 1.19 m_e and the singularity moves to −100 meV, at 0.918 electrons per cell. At half filling the mass is then finite, |m_c| ≈ 2.9 m_e. Interactions, hopping between layers and spin splitting are left out of these estimates. Spin splitting matters close to the saddle: at 10 T with g = 2 it shifts the two spins by ±0.58 meV, so a chemical potential of −1 meV places them at −0.42 and −1.58 meV, with masses 5.55 and 4.75 m_e and tunnelling probabilities of about 10% and 0.03%. The values quoted at −1 meV refer to the orbital energy of one spin.

So the logarithm belongs to the saddle point. It falls at half filling here because nearest-neighbour hopping places the saddle at the middle of the band. The numerical output below gives the remaining values.

Values computed for the example and the checks

```
hopping t = 0.25 eV, lattice constant a = 0.4 nm
field B = 10 T, temperature = 1 K
collision time = 5 ps
band-bottom mass m0 = 0.9525 m_e = 8.6766e-31 kg
band bottom -4t = -1000 meV
hbar e B/m0 = 1.2154 meV
flux per cell = 3.869e-04 h/e
E (meV) | kappa | K | m_c (m_e) | log law (m_e)
   -990 | 0.1410674 | 1.5787 | 0.9573 | 0.8467
   -500 | 0.8660254 | 2.1565 | 1.3077 | 1.2609
   -100 | 0.9949874 | 3.6956 | 2.2410 | 2.2369
    -10 | 0.9999500 | 5.9916 | 3.6332 | 3.6331
     -1 | 0.9999995 | 8.2941 | 5.0293 | 5.0293
E (meV) | hbar omega_c (meV) | period (ps) | electrons/cell
   -990 | 1.2093 | 3.420 | 0.00638
   -500 | 0.8853 | 4.671 | 0.36956
   -100 | 0.5166 | 8.006 | 0.80986
    -10 | 0.3186 | 12.979 | 0.97166
     -1 | 0.2302 | 17.967 | 0.99623
mass gain per decade of |E| = 1.3962 m_e
Neglected effects
thermal energy kT = 0.0862 meV
collision width hbar/tau = 0.1316 meV
E (meV) | tunnelling P | thermal mass change (%) | omega_c tau
   -100 | 3.07e-225 | 0.0000 | 3.924
    -10 | 3.54e-23 | 0.0020 | 2.421
     -1 | 5.65e-03 | 0.1566 | 1.749
tunnelling P at E = -0.1 meV: 0.374
second-neighbour hopping t' = 25 meV
  saddle energy = -100.0 meV
  filling at saddle = 0.9180 electrons/cell
  band-bottom mass = 1.1906 m_e
  Fermi energy at half filling = -65.3 meV
  |m_c| at half filling = 2.910 m_e
Checks
orbit m_c/m0 at E = -3.99t: 1.001252
orbit slope per ln(1/|E|), units m0: 0.636620
lattice levels: flux 1/401, 178 spacings
  largest relative spacing error = 2.7e-04
```
